# Inelastic tunnelling through a symmetric two-site bridge with antisymmetric site modulation

## Problem

An electron of energy \(E\) tunnels from a left contact to a right contact through an empty bridge of two equal sites. The left contact couples weakly to site 1 with matrix element \(V_L\), and the right contact to site 2 with \(V_R\). One vibration raises the energy of one site while lowering that of the other. In atomic units (\(\hbar=1\)), with zero-point energy omitted,

\[
H=h+\omega b^\dagger b+Mq,\qquad q=b+b^\dagger,
\]
\[
h=\begin{pmatrix}e_0&t\\t&e_0\end{pmatrix},\qquad
M=\lambda\begin{pmatrix}1&0\\0&-1\end{pmatrix}.
\]

The hopping \(t\) is real, and \(\lambda\) is an energy. The vibration starts in its ground state. The energy \(E\) lies far from the bridge levels \(e_0\pm t\), compared with \(\omega\).

Find the amplitude for the electron to leave one quantum behind, to first order in \(\lambda\), first with \(\omega\) neglected in the propagators and then with \(\omega\) kept. What can make the first answer a poor guide to a real junction?

## A tempting solution

Let \(W=Mq\), and let \(\mathcal G_0\) be the resolvent of bridge and vibration without \(W\). The identity

\[
(\mathcal G_0^{-1}-W)^{-1}=\mathcal G_0+\mathcal G_0W\mathcal G_0+\cdots
\]

gives the first-order term. Before emission all the energy \(E\) belongs to the electron; afterwards it has \(E'=E-\omega\). Since \(\langle1|q|0\rangle=1\), the amplitude is \(V_LV_RX\), where

\[
X=\langle2|G(E')MG(E)|1\rangle,\qquad G(E)=(E-h)^{-1}.
\]

Put \(x=E-e_0\) and \(D(x)=x^2-t^2\). Inverting the two-by-two matrix gives

\[
G(E)=\begin{pmatrix}x&-t\\-t&x\end{pmatrix}^{-1}
=\frac1{D(x)}\begin{pmatrix}x&t\\t&x\end{pmatrix}.
\]

Emission can take place on either site. With \(E'\) replaced by \(E\), the two contributions are

\[
X_1=\lambda G_{21}G_{11}=\frac{\lambda tx}{D^2},\qquad
X_2=-\lambda G_{22}G_{21}=-\frac{\lambda tx}{D^2}.
\]

The tempting last step says that the electron emits either on site 1 or on site 2, so the probabilities add:

\[
P\propto |X_1|^2+|X_2|^2=\frac{2\lambda^2t^2x^2}{D^4}\qquad\text{(wrong)}.
\]

## Where it fails

Everything before the last step is sound. Probabilities add when the alternatives end in different, orthogonal states. Here both end in the same state: the electron in the right contact and one quantum in the same vibration. Nothing in that state records where emission took place, so the amplitudes must be added before squaring.

The sum of squares would be right if each site had its own independent vibration. The final states, with a quantum in one vibration or in the other, would then be orthogonal. The present mode is shared by both sites.

## Right solution

**Vibrational energy neglected.** Adding the amplitudes gives

\[
X=X_1+X_2=\lambda G_{21}(G_{11}-G_{22})=0,
\]

because equal sites have \(G_{11}=G_{22}\). The paths have equal magnitude because each contains one propagation between sites and one return to the same site. They have opposite sign because the vibration shifts the site energies oppositely.

This algebra needs \(D\ne0\), but not a large distance from resonance. The distance matters when we ask whether neglecting \(\omega\) was justified.

**Vibrational energy kept.** The path that emits on site 1 crosses the bridge at energy \(E'\); the other crosses at \(E\). Their sum is

\[
\begin{aligned}
X&=\lambda\left[G_{21}(E')G_{11}(E)-G_{22}(E')G_{21}(E)\right]\\
&=\lambda\,\frac{tx-(x-\omega)t}{D(x)D(x-\omega)}
=\frac{\lambda t\omega}{D(x)D(x-\omega)}.
\end{aligned}
\]

The zero is therefore a property of the approximation, and the remainder is proportional to \(\omega\) when \(\omega\) is small. For a scale, take a symmetric modulation, with \(M=\lambda\) times the unit matrix. The minus sign between the paths becomes a plus:

\[
X_{\rm sym}=\frac{\lambda t(2x-\omega)}{D(x)D(x-\omega)},\qquad
\frac{X}{X_{\rm sym}}=\frac{\omega}{2x-\omega}.
\]

When \(|x|\gg\omega\), the antisymmetric amplitude is about \(\omega/(2|x|)\) times the symmetric one in magnitude. Near \(x=\omega/2\), between the two levels if \(|t|>\omega/2\), the neglect of \(\omega\) fails; the ratio is large there if the contact widths are much smaller than \(\omega\).

## The same zero from a frozen vibration

Neglecting \(\omega\) treats \(q\) as a fixed number while the electron crosses. The site energies are then \(e_0\pm\lambda q\), and

\[
G_{21}(q)=\frac{t}{(x-\lambda q)(x+\lambda q)-t^2}
=\frac{t}{D-\lambda^2q^2}.
\]

This is even in \(q\): exchanging the raised and lowered sites does not change the transmission amplitude. Its expansion has no linear term, so one quantum cannot be emitted at first order. The quadratic term \(t\lambda^2q^2/D^2\) can emit two quanta. As \(\langle2|q^2|0\rangle=\sqrt2\), its amplitude is \(\sqrt2\lambda^2t/D^2\). The selection rule forbids one quantum, not all inelastic tunnelling.

To keep \(\omega\) in the two-quantum amplitude, write \(G=(x+t\sigma_x)/D\) and \(M=\lambda\sigma_z\). Since \(\sigma_z\sigma_x\sigma_z=-\sigma_x\), we need the coefficient of \(\sigma_x\) in

\[
(x''+t\sigma_x)(x'-t\sigma_x)(x+t\sigma_x),
\]

with \(x'=x-\omega\) and \(x''=x-2\omega\). It is

\[
t(x'x-x''x+x''x')-t^3=t(x'^2+\omega^2-t^2),
\]

where \(x+x''=2x'\) and \(xx''=x'^2-\omega^2\) were used. The vibrational factors are \(1\) and \(\sqrt2\), so

\[
X^{(2)}=\frac{\sqrt2\,\lambda^2t(x'^2+\omega^2-t^2)}{D(x)D(x')D(x'')}.
\]

## What lifts the cancellation

**Unequal sites or contacts.** Let the site energies be \(e_1,e_2\), and let the contacts add self-energies \(\Sigma_1,\Sigma_2\). With \(\Delta\) the determinant of the matrix to be inverted,

\[
G_{11}(E)=\frac{E-e_2-\Sigma_2(E)}{\Delta(E)},\qquad
G_{22}(E')=\frac{E'-e_1-\Sigma_1(E')}{\Delta(E')}.
\]

Both \(G_{21}\) elements have numerator \(t\). Subtracting the paths gives

\[
X=\frac{\lambda t\left[\omega+e_1-e_2+\Sigma_1(E')-\Sigma_2(E)\right]}
{\Delta(E)\Delta(E')}.
\]

A site mismatch thus competes directly with \(\omega\). For energy-independent \(\Sigma_j=-i\Gamma_j/2\), equal contacts cancel in the bracket, while unequal ones add \(i(\Gamma_2-\Gamma_1)/2\).

**Moving contacts.** The mode may also stretch one contact bond while compressing the other, changing the couplings to \(V_L(1+\alpha q)\) and \(V_R(1-\alpha q)\). Emission at the left contact precedes the crossing, and emission at the right follows it. The added amplitude is

\[
X_c=\alpha[G_{21}(E')-G_{21}(E)]
=\frac{\alpha t\omega(2x-\omega)}{D(x)D(x-\omega)},
\]

because \(D(x)-D(x-\omega)=\omega(2x-\omega)\). This too vanishes when \(\omega\) is neglected, but it need not be smaller than \(X\):

\[
\frac{X_c}{X}=\frac{\alpha(2x-\omega)}{\lambda}.
\]

## Numerical example

Take \(E=0\), \(e_0=1.5\) eV, \(t=0.3\) eV and \(\omega=0.1\) eV, so \(x=-1.5\) eV. Let the site energy change by 0.5 eV/Å and the effective mass be 12 u. The zero-point displacement \(\sqrt{\hbar^2/(2m\hbar\omega)}\), with \(\hbar\omega=0.1\) eV, is 0.0417 Å, hence

\[
\lambda=0.5\times0.0417=0.0209\ \text{eV}.
\]

The denominators are \(D(x)=2.16\) and \(D(x-\omega)=2.47\) eV². With \(\omega\) neglected, the paths are \(-0.00201\) and \(+0.00201\) eV⁻¹, with zero sum. With \(\omega\) kept they are \(-0.00176\) and \(+0.00188\) eV⁻¹, and

\[
X=\frac{0.0209\times0.3\times0.1}{2.16\times2.47}
=1.17\times10^{-4}\ \text{eV}^{-1},
\]

or \(3.19\times10^{-3}\) hartree⁻¹. The symmetric amplitude is \(-3.64\times10^{-3}\) eV⁻¹. The amplitude ratio is \(-0.032\), so the probability ratio is \(1.0\times10^{-3}\).

The wrong sum of squares is \(2(0.00201)^2=8.1\times10^{-6}\) eV⁻², against \(X^2=1.38\times10^{-8}\) eV⁻²: too large by a factor of about 590.

To obtain a transmission probability, use the golden rule. With contact densities of states \(\rho_L,\rho_R\), the rate per incoming state is \(2\pi|V_LV_RX|^2\rho_R\). Multiplying by \(\rho_L\) and equating to \(T_1/(2\pi)\), the rate per unit energy, gives

\[
T_1=\Gamma_L\Gamma_R|X|^2,\qquad \Gamma_j=2\pi|V_j|^2\rho_j.
\]

For widths of 0.1 eV, \(T_1=1.38\times10^{-10}\). Solving the scattering problem numerically by matching waves to semi-infinite chains of hopping 3 eV, with up to six quanta retained, gives \(1.35\times10^{-10}\). The elastic transmission is \(1.9\times10^{-4}\).

The two-quantum amplitude is \(3.1\times10^{-5}\) eV⁻¹, or 0.26 of \(X\). It is second order in \(\lambda\), but \(X\) carries the small factor \(\omega\). Higher orders hardly alter the one-quantum amplitude itself: numerical inversion of the joint bridge-vibration matrix, with up to eleven quanta, changes it by 0.04%.

## Reading the result for a molecular junction

These round parameters model two weakly coupled conjugated rings between metal contacts, a kind of junction studied by inelastic tunnelling spectroscopy near 10 K. A hopping of 0.3 eV suits strongly twisted rings; in biphenyl with a twist of about 40° it is roughly twice as large (0.6 to 0.7 eV, depending on the method). The ratio \(X/X_{\rm sym}\) depends neither on \(t\) nor on \(\lambda\). The coupling \(\lambda=0.0209\) eV is weak for a ring vibration: the antisymmetric combination of two benzene breathing modes gives about 0.05 to 0.06 eV (LDA in small basis sets; the value moves by about 20% between them). The ratio of the two-quantum to the one-quantum amplitude grows in proportion to \(\lambda\); with the other parameters unchanged it is 0.63 at \(\lambda=0.05\) eV and reaches 1 near 0.08 eV. One assumption that may fail in a real junction is that the mode modulates nothing but the site energies. If the contact amplitude changes by a fraction 0.5 per Å, then \(\alpha=0.5\times0.0417=0.0209\) and \(X_c=-3.6\times10^{-4}\) eV⁻¹, which is \(-3.1X\). The first-order sum has 2.1 times the magnitude of \(X\); with the opposite sign of \(\alpha\) it has 4.1 times. The probability rises by a factor of about 4 or 17, respectively. This estimate depends on how far the mode moves the end atoms, and on the small \(\lambda\) chosen, since \(X_c/X\) falls as \(1/\lambda\).

Voltage also breaks the symmetry. At the emission threshold, 0.1 V across 12 Å is a field of 0.83 MV/cm. If the drop is uniform and the sites are 4 Å apart, \(e_1-e_2=0.033\) eV for an electron moving from left to right. With \(E\) and the mean site energy held fixed, \(X\) grows by a factor 1.33 and its square by 1.78. With a left contact width of 0.1 eV and a right one of 0.02 eV, the same chain leads and no voltage drop, \(|X|\) is 7% larger than its value without contact self-energies.

Temperature hardly changes the amplitude, but it smears the signal: the thermal width, about \(5.4kT/e\), is 5 mV at 10 K and 0.14 V at 300 K, more than the threshold voltage itself. The vibrational occupation is negligible at 10 K and about 0.02 at 300 K. At 10 K, the Boltzmann factor for reaching the lower bridge level, 1.2 eV above \(E\), is about \(10^{-605}\).

The calculated \(T_1\) is not the whole conductance step at threshold. Virtual emission and reabsorption also changes the elastic current. The resulting elastic step at threshold depends on which contact states are filled, and it has not been calculated. Electron repulsion, image charges and other orbitals are omitted as well. In a molecule of two equal, weakly coupled rings, an antisymmetric ring vibration also has a symmetric partner of similar energy. If the two lie closer than the line width, the partner's much stronger signal hides the weak one. Within the model, a weak one-quantum signal from an antisymmetric mode can come from two paths that nearly cancel; it need not mean that the mode couples weakly to either site.
